\section*{Coupled mean free paths on two Fermi lines with unequal speeds}

\section*{Question}

I am modelling residual resistance in a very thin metal film with two occupied subbands. The Fermi surface is two concentric circles, with speeds $v_1=1.252$ and $v_2=0.682$ nm/fs. Static disorder scatters electrons within each circle and between them. For the transport times I used
\begin{equation}
\frac{1}{\tau_{\mathbf k}}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\left(1-\frac{\mathbf v_{\mathbf k'}\cdot\mathbf v_{\mathbf k}}{|\mathbf v_{\mathbf k}|^2}\right),
\end{equation}
which gives 178 fs on the fast circle and 36 fs on the slow one. When I change the disorder so that it scatters only between the circles, the slow circle gets a negative time. All my scattering rates are positive. What does the formula assume, and how do I get the correct mean free paths?

\section*{Answer}

The formula assumes that the vector mean free path is the velocity times one common time. You can drop that assumption by solving two linear equations.

\subsection*{From the Boltzmann equation to two unknowns}

Take electrons of charge $-e$ in a weak uniform field $\mathbf E$, with weak elastic scattering and $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$. To first order in the field,
\begin{equation}
-e\,\mathbf E\cdot\mathbf v_{\mathbf k}\frac{\partial f_0}{\partial\varepsilon}
=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\delta f_{\mathbf k'}-\delta f_{\mathbf k}).
\end{equation}
Write $\delta f_{\mathbf k}=e\,\mathbf E\cdot\boldsymbol\lambda_{\mathbf k}\,\partial f_0/\partial\varepsilon$. Elastic scattering conserves energy, so $\partial f_0/\partial\varepsilon$ is the same for $\mathbf k$ and $\mathbf k'$ and cancels:
\begin{equation}
\mathbf v_{\mathbf k}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\boldsymbol\lambda_{\mathbf k}-\boldsymbol\lambda_{\mathbf k'}).
\label{eq:vector}
\end{equation}
With the total out-rate $\Gamma_{\mathbf k}=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}$, this reads
$\boldsymbol\lambda_{\mathbf k}=\mathbf v_{\mathbf k}/\Gamma_{\mathbf k}+\sum_{\mathbf k'}(W_{\mathbf k\mathbf k'}/\Gamma_{\mathbf k})\boldsymbol\lambda_{\mathbf k'}$. The mean free path is the first flight plus the average displacement still to come. An electron that lands on the other circle inherits that circle's remaining displacement.

Let $W$ depend only on the angle $\phi$ between $\mathbf k$ and $\mathbf k'$, and be even in it. By symmetry $\boldsymbol\lambda_{\mathbf k}=\lambda_i\hat{\mathbf k}$ on circle $i$. Let $\Gamma^0_{ij}$ be the total rate from $i$ to $j$, and $\Gamma^1_{ij}$ the same rate weighted by $\cos\phi$. The part of $\hat{\mathbf k}'$ transverse to $\hat{\mathbf k}$ averages to zero, so (\ref{eq:vector}) becomes
\begin{equation}
v_i=\sum_jA_{ij}\lambda_j,\qquad
A_{ij}=\delta_{ij}\sum_m\Gamma^0_{im}-\Gamma^1_{ij}.
\label{eq:A}
\end{equation}
Since $A_{12}=-\Gamma^1_{12}$ and $A_{21}=-\Gamma^1_{21}$, Cramer's rule gives
\begin{equation}
\lambda_1=\frac{A_{22}v_1+\Gamma^1_{12}v_2}{D},\quad
\lambda_2=\frac{A_{11}v_2+\Gamma^1_{21}v_1}{D},\quad
D=A_{11}A_{22}-\Gamma^1_{12}\Gamma^1_{21}.
\label{eq:solution}
\end{equation}

The determinant $D$ is positive. For any radial field $\mathbf x_{\mathbf k}=x_i\hat{\mathbf k}$, exchanging the names $\mathbf k$ and $\mathbf k'$ and averaging the two expressions gives
\begin{equation}
\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}\,\mathbf x_{\mathbf k}\cdot(\mathbf x_{\mathbf k}-\mathbf x_{\mathbf k'})
=\tfrac12\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}|\mathbf x_{\mathbf k}-\mathbf x_{\mathbf k'}|^2 .
\end{equation}
If scattering connects all angles and both circles, this vanishes only for $\mathbf x=0$. The left side is proportional to $\sum_{ij}g_ix_iA_{ij}x_j$, where $g_i=k_i/(2\pi\hbar|v_i|)$ is the density of states per spin. Reciprocity, $g_1\Gamma^1_{12}=g_2\Gamma^1_{21}$, makes the matrix $g_iA_{ij}$ symmetric. It is therefore positive definite, and its determinant $g_1g_2D$ is positive.

\subsection*{Where the velocity ratio enters}

Define $\tau_i=\lambda_i/v_i$. Dividing (\ref{eq:A}) by $\lambda_i$ gives the true rate, and your formula gives $r_i$:
\begin{equation}
\frac1{\tau_i}=\sum_j\left(\Gamma^0_{ij}-\Gamma^1_{ij}\frac{\lambda_j}{\lambda_i}\right),
\qquad
r_i=\sum_j\left(\Gamma^0_{ij}-\Gamma^1_{ij}\frac{v_j}{v_i}\right).
\label{eq:compare}
\end{equation}
The replacement $\lambda_j/\lambda_i\to v_j/v_i$ is harmless within one circle, where both ratios are 1. Between circles it requires $\tau_1=\tau_2$.

To find the error, set $b_1=\Gamma^1_{12}v_2/v_1$ and $b_2=\Gamma^1_{21}v_1/v_2$. Then $r_1=A_{11}-b_1$ and $r_2=A_{22}-b_2$. Putting $\lambda_i=v_i\tau_i$ in (\ref{eq:A}) and dividing row $i$ by $v_i$ gives
\begin{align}
(r_1+b_1)\tau_1-b_1\tau_2&=1,\label{eq:t1}\\
(r_2+b_2)\tau_2-b_2\tau_1&=1.\label{eq:t2}
\end{align}
The determinant is $(r_1+b_1)(r_2+b_2)-b_1b_2=r_1r_2+r_1b_2+r_2b_1$. It equals $D$, because $r_i+b_i=A_{ii}$ and $b_1b_2=\Gamma^1_{12}\Gamma^1_{21}$. Hence
\begin{equation}
\tau_1=\frac{r_2+b_1+b_2}{D},\qquad
\tau_2=\frac{r_1+b_1+b_2}{D},\qquad
\tau_1-\tau_2=\frac{r_2-r_1}{D}.
\label{eq:difference}
\end{equation}
Equation (\ref{eq:t1}) also says $r_1\tau_1=1+b_1(\tau_2-\tau_1)$. The formula is therefore correct in two cases: $\Gamma^1_{12}=0$, or $r_1=r_2$. Unequal speeds alone do not break it. When $\Gamma^1_{12}\ne0$, it is right exactly when its own two times agree. Yours are 178 and 36 fs, so they contradict the assumption behind them.

\subsection*{Error in the conductance}

The current is $-e$ times the velocity summed over $\delta f$. Two spins and the angular average $\langle\cos^2\theta\rangle=1/2$ give, at low temperature,
\begin{equation}
\sigma=e^2\sum_ig_iv_i\lambda_i=e^2\sum_iw_i\tau_i,\qquad w_i=g_iv_i^2 .
\end{equation}
The formula gives $\sigma_{\rm VR}=e^2\sum_iw_i/r_i$. From (\ref{eq:t1}), $1/r_1-\tau_1=b_1(\tau_1-\tau_2)/r_1$, and similarly for circle 2. By reciprocity $w_1b_1=w_2b_2=g_1\Gamma^1_{12}v_1v_2\equiv\kappa$, so
\begin{equation}
\sigma_{\rm VR}-\sigma
=e^2\kappa(\tau_1-\tau_2)\left(\frac1{r_1}-\frac1{r_2}\right)
=\frac{e^2\kappa\,(r_2-r_1)^2}{r_1r_2D}.
\label{eq:error}
\end{equation}
For $\kappa>0$ and positive $r_i$, the formula overestimates the conductance unless $r_1=r_2$. For $\kappa<0$ it underestimates it, again unless $r_1=r_2$. This happens if one circle is hole-like ($v_1v_2<0$) with mainly forward scattering in $\mathbf k$, or if both are electron-like with mainly backward scattering between them. In that case both $r_i$ are positive, because $A_{ii}=r_i+b_i>0$ while $b_i<0$.

\subsection*{Numbers for a two-subband film}

I take an infinite well of effective width 0.60 nm, the free-electron mass and a Fermi energy of 5.5 eV above the well bottom. The subbands start at 1.045 and 4.178 eV. They give your speeds, $k_1=10.81$ and $k_2=5.89$ nm$^{-1}$, and equal $g_i=m/(2\pi\hbar^2)$.

Let the total, already screened, disorder have matrix elements with lateral correlation $M_{ij}^2e^{-r^2/\Lambda^2}$. Its Fourier transform is $M_{ij}^2\pi\Lambda^2e^{-q^2\Lambda^2/4}$, with $q^2=k_i^2+k_j^2-2k_ik_j\cos\phi$. The golden rule then gives, for $n=0,1$,
\begin{equation}
\Gamma^n_{ij}=\frac{2\pi}{\hbar}g_jM_{ij}^2\pi\Lambda^2
e^{-(k_i^2+k_j^2)\Lambda^2/4}\,I_n\!\left(\frac{k_ik_j\Lambda^2}{2}\right),
\end{equation}
because the average of $e^{z\cos\phi}\cos^n\phi$ over angle is the modified Bessel function $I_n(z)$ for these two $n$.

With $\Lambda=0.30$ nm, $M_{11}=M_{12}=0.10$ eV and $M_{22}=0.20$ eV, the rates in ps$^{-1}$ are $\Gamma^0_{11}=10.07$, $\Gamma^1_{11}=9.05$, $\Gamma^0_{22}=80.87$, $\Gamma^1_{22}=49.40$, $\Gamma^0_{12}=8.15$ and $\Gamma^1_{12}=6.516$. Thus
\begin{align}
A_{11}&=10.07+8.15-9.05\approx9.17,\\
A_{22}&=80.87+8.15-49.40\approx39.6,
\end{align}
and $D\approx320.6$ ps$^{-2}$. Equation (\ref{eq:solution}) gives
\begin{align}
\lambda_1&=\frac{39.61(1.252)+6.516(0.682)}{320.6}\times10^3\ {\rm nm}\approx169\ {\rm nm},\\
\lambda_2&=\frac{9.165(0.682)+6.516(1.252)}{320.6}\times10^3\ {\rm nm}\approx45\ {\rm nm}.
\end{align}
The factor $10^3$ converts ps to fs. Solving (\ref{eq:vector}) directly on 96 angles per circle, without the reduction to two unknowns, gives the same paths.

The formula gives 223 and 25 nm instead. The speed ratio is 1.84, but the true path ratio is 3.75. In (\ref{eq:compare}), the slow circle should be credited with $6.516\times3.75\approx24.4$ ps$^{-1}$ for electrons scattered onto the fast circle. The formula credits $6.516\times1.84\approx12.0$ ps$^{-1}$, so its slow path is too short. On the fast circle it credits 3.5 instead of 1.7 ps$^{-1}$, so that path is too long. The fast circle dominates the current, and the formula's conductance is 22\% above the true value. The sheet resistance is 12.4 $\Omega$, against 10.1 $\Omega$ from the formula.

If $M_{22}$ alone is lowered to 0.1095 eV, then $r_1=r_2$. Both true times become 178 fs, the paths become 223 and 121 nm, and the formula is correct with the same unequal speeds.

\subsection*{Why your slow time became negative}

Disorder that is odd about the film's midplane has $M_{11}=M_{22}=0$, since each subband's density is even. Only scattering between circles remains. With equal $g_i$, write $\Gamma=\Gamma^0_{12}=\Gamma^0_{21}$ and $c=\Gamma^1_{12}/\Gamma$. Then $A_{11}=A_{22}=\Gamma$, $D=\Gamma^2(1-c^2)$, and
\begin{equation}
\lambda_1=\frac{v_1+cv_2}{\Gamma(1-c^2)},\qquad
\lambda_2=\frac{v_2+cv_1}{\Gamma(1-c^2)},\qquad
r_2=\Gamma\left(1-c\frac{v_1}{v_2}\right).
\end{equation}
For $0<c<1$ and positive speeds both paths are positive, yet $r_2<0$ once $v_1/v_2>1/c$. Keeping $M_{12}=0.10$ eV and $\Lambda=0.30$ nm gives $c=0.80$. The threshold is 1.25, and your speed ratio is 1.84. The true paths are 612 and 573 nm, nearly equal because each electron keeps changing circles while largely keeping its direction. The formula gives 272 and $-179$ nm. Now $r_1r_2<0$, so by (\ref{eq:error}) it underestimates the conductance:
\begin{equation}
\frac{\sigma_{\rm VR}}{\sigma}
=\frac{1.252(272)-0.682(179)}{1.252(612)+0.682(573)}\approx0.19 .
\end{equation}

\subsection*{How this relates to a real film}

The well is roughly that of two atomic layers of silver. Its 24 electrons per nm$^2$ compare with about 28 for two close-packed layers with one conduction electron per atom. The match goes no further than width and density. Here $k_1$ is already 86\% of the 12.6 nm$^{-1}$ distance to the edge of the Ag(111) surface zone, where the lattice potential would warp the fast circle and lower its speed. The numbers above therefore belong to the free-electron model, not to silver. The disorder strengths are round choices. If surface roughness has the same 0.30 nm lateral correlation length, a 169 nm path, about 280 times the well width, requires height variations far below an atomic step. For one rough hard wall of rms height $\Delta$, $M_{ij}=\Delta\sqrt{|\partial_LE_i\,\partial_LE_j|}$ with $L$ the width, and that path needs $\Delta\approx0.015$ nm against a 0.24 nm step. The elements then stand as 1:2:4, and the formula's excess is 28\% rather than 22\%. The model also omits phonons, which matter at room temperature. Suppose they randomize direction fully, at a rate $\nu=2\pi\lambda_{\rm ep}k_BT/\hbar$ with a rough coupling $\lambda_{\rm ep}=0.12$. At 300 K, $\nu\approx30$ ps$^{-1}$ is added to $A_{11}$ and $A_{22}$. The paths fall to about 35 and 13 nm, and the sheet resistance rises to about 57 $\Omega$. The formula's excess conductance drops to about 1\%: in (\ref{eq:error}), $\kappa$ and $r_2-r_1$ are unchanged while the product $r_1r_2D$ grows about a hundredfold, so the difference shrinks by that factor, whereas $\sigma$ itself falls less than fivefold. A 20 nm wide line also breaks the assumption of a uniform film. Electrons on the fast circle would hit its sidewalls about 40 times per ps, so rough sidewalls need a position-dependent calculation.

Finite walls hardly change the 22\% excess found without phonons. A 10 eV well, with its width adjusted to keep the second level and the disorder elements held fixed, leaves it at 22\%. This tests only the 0.03 eV shift of the lower level. If the elements come from roughness and follow the wall, the excess moves from 28\% to about 25.5\%. The golden rule is a leading-order result: here $M_{22}$ is 0.15 of the slow subband's 1.32 eV kinetic energy, and the level broadening is 0.04 of it.

For your calculation, use (\ref{eq:solution}) directly, since it needs only the rates and speeds that already enter the formula. A small $\Gamma^1_{12}$ does not by itself make the formula's slow path correct. The error in the slow path depends on $b_2=\Gamma^1_{21}v_1/v_2$, and in this model $b_2$ stays finite as the slow circle shrinks, because $\Gamma^1_{21}$ and $v_2$ then vanish together. The conductance error does vanish in that limit, because $\kappa$ in (\ref{eq:error}) is proportional to $\Gamma^1_{12}v_2$. The limit itself is formal: with these disorder strengths the slow subband's broadening already exceeds its kinetic energy when that energy is 0.1 eV, and the golden-rule Boltzmann picture no longer holds there. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Branch 1 is fast, branch 2 is slow; pairs are in that order
effective well width: 0.6 nm
Fermi energy above well bottom: 5.5 eV
disorder correlation length: 0.3 nm
disorder M11, M12, M22: 0.10, 0.10, 0.20 eV
subband bottoms: 1.045, 4.178 eV
third subband bottom: 9.401 eV
Fermi wavevectors: 10.81, 5.89 1/nm
Fermi speeds: 1.252, 0.6819 nm/fs
density of states per spin, each branch: 2.089 1/(eV nm^2)
sheet electron density: 24.13 1/nm^2
plain rates 11, 22: 10.07, 80.87 1/ps
plain rate 12 = 21: 8.149 1/ps
cosine-weighted rates 11, 22: 9.053, 49.4 1/ps
cosine-weighted rate 12 = 21: 6.516 1/ps
matrix A11, A22: 9.165, 39.61 1/ps
determinant of A: 320.6 1/ps^2
true mean free paths: 168.6, 44.94 nm
angular-grid mean free paths: 168.6, 44.94 nm
true transport times: 134.6, 65.91 fs
velocity-ratio rates r: 5.616, 27.65 1/ps
velocity-ratio times: 178.1, 36.17 fs
velocity-ratio paths: 222.9, 24.66 nm
coupling rates b: 3.549, 11.96 1/ps
speed ratio, true path ratio: 1.836, 3.751 
sheet conductance true, formula: 0.08087, 0.09902 S
lower bound on sheet conductance: 0.06382 S
sheet resistance true, formula: 12.37, 10.1 ohm
formula's excess conductance: 22.5 %
tuned M22 that makes the formula exact: 0.1095 eV
tuned case: mean free paths: 222.9, 121.4 nm
tuned case: common transport time: 178.1 fs
odd disorder: plain rate 12: 8.149 1/ps
odd disorder: mean cosine c: 0.7996 
odd disorder: threshold speed ratio 1/c: 1.251 
odd disorder: true paths: 611.5, 572.6 nm
odd disorder: formula rates: 4.6, -3.814 1/ps
odd disorder: formula paths: 272.2, -178.8 nm
assumed phonon coupling: 0.12 
phonon rate at 300 K: 29.6 1/ps
true paths with phonons at 300 K: 34.5, 13.1 nm
formula's excess with phonons at 300 K: 0.97 %
finite wall height: 10 eV
finite-wall well width: 0.466 nm
finite-wall levels: 1.07, 4.18, 8.68 eV
formula's excess with finite walls: 22.4 %
slow subband kinetic energy: 1.32 eV
M22 / slow kinetic energy: 0.15 
slow broadening hbar*rate / kinetic energy: 0.044 
thermal energy at 300 K / slow kinetic energy: 0.02 
slow branch wavevector times path: 265 
sidewall hit rates in a 20 nm line: 39.8, 21.7 1/ps
\end{verbatim}
